# Rebuilding a One-Dimensional Crystal Potential from Gaps and Dirichlet Levels: test program

```python
"""
Trace formula for a one-dimensional crystal, H = -(1/2) d2/dx2 + V(x), period a:
    V(x) = E0 + sum_n [ lower_n + upper_n - 2 mu_n(x) ]
E0: bottom of the spectrum; lower_n, upper_n: edges of gap n;
mu_n(x): n-th eigenvalue on [x, x+a] with psi = 0 at both ends.
Consequence: |V(x) - E0| <= sum of gap widths, so no gaps means constant V.
Also tested: the Green-function product behind the formula, and the equation
of motion of mu_n(x), which rebuilds V from data at a single point.
Internal units are atomic; printed numbers are in eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, eigvalsh, toeplitz
from scipy.special import mathieu_a, mathieu_b

EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
a = 4.0 / ANG
G = 2 * np.pi / a
MEAN, AMP1, AMP2 = 1.0 / EV, 3.0 / EV, 1.5 / EV


def potential(x):
    return MEAN + AMP1 * np.cos(G * x) + AMP2 * np.sin(2 * G * x)


def bloch_matrix(k, m, coeff):
    """Plane-wave Hamiltonian; coeff[j] multiplies exp(i j G x), j >= 0."""
    column = np.zeros(len(m), dtype=complex)
    used = min(len(m), len(coeff))
    column[:used] = coeff[:used]
    return toeplitz(column) + np.diag(0.5 * (k + m * G) ** 2)


def band_edges(coeff, gaps, cutoff=40):
    """Edges from periodic and antiperiodic plane-wave diagonalization."""
    per = eigvalsh(bloch_matrix(0.0, np.arange(-cutoff, cutoff + 1), coeff))
    anti = eigvalsh(bloch_matrix(G / 2, np.arange(-cutoff, cutoff), coeff))
    levels = np.sort(np.concatenate([per, anti]))[:2 * gaps + 1]
    return levels[0], levels[1::2], levels[2::2]


# Sine basis on [x, x+a]; quadrature is split at mid-cell for kinked potentials.
NB = 120
nodes, weights = np.polynomial.legendre.leggauss(260)
y_quad = np.concatenate([(nodes + 1) * a / 4, (nodes + 3) * a / 4])
w_quad = np.concatenate([weights, weights]) * a / 4
cos_table = np.cos(np.outer(np.arange(2 * NB + 1), y_quad) * np.pi / a)
idx = np.arange(1, NB + 1)


def dirichlet(x, count, pot=potential):
    c = cos_table @ (w_quad * pot(x + y_quad)) / a
    h = c[np.abs(idx[:, None] - idx)] - c[idx[:, None] + idx]
    h = h + np.diag(0.5 * (idx * np.pi / a) ** 2)
    return eigh(h, eigvals_only=True)[:count]


def transfer(x, energy, pot=potential):
    """Matrix taking (psi, psi') from x to x+a."""
    def rhs(t, u):
        f = 2 * (pot(t) - energy)
        return np.array([u[2], u[3], f * u[0], f * u[1]])
    start = np.array([1, 0, 0, 1], dtype=type(pot(x) * 1.0))
    sol = solve_ivp(rhs, (x, x + a), start, method="DOP853",
                    rtol=1e-12, atol=1e-14)
    assert sol.success
    return sol.y[:, -1].reshape(2, 2)


def green_transfer(x, energy):
    m = transfer(x, energy)
    return 2 * m[0, 1] / np.sqrt(np.trace(m) ** 2 - 4)


# ---- Trace formula over a whole period --------------------------------------
NG = 12
coeff = np.array([MEAN, AMP1 / 2, AMP2 / 2j])
E0, lower, upper = band_edges(coeff, NG)
width = upper - lower
trace_error = 0.0
for x in np.linspace(0, a, 25):
    mu = dirichlet(x, NG)
    assert np.all(mu > lower - 1e-9) and np.all(mu < upper + 1e-9)
    rebuilt = E0 + np.sum(lower + upper - 2 * mu)
    trace_error = max(trace_error, abs(rebuilt - potential(x)))
assert trace_error < 1e-8

x_star = 0.5 / ANG
mu_star = dirichlet(x_star, NG)
partial = E0 + np.cumsum(lower + upper - 2 * mu_star)

# ---- Green function: Bloch sum, transfer matrix and product over levels -----
E_test = E0 - 3.0 / EV
m_pw = np.arange(-60, 61)
phase = np.exp(1j * m_pw * G * x_star)
green_bloch = 1 / np.sqrt(2 * (MEAN - E_test))   # uniform part, summed exactly
NK = 24
for k in (np.arange(NK) + 0.5) / NK * G - G / 2:
    h_k = bloch_matrix(k, m_pw, coeff)
    full = np.linalg.inv(h_k - E_test * np.eye(len(m_pw)))
    uniform = np.sum(1 / (0.5 * (k + m_pw * G) ** 2 + MEAN - E_test))
    green_bloch += ((phase @ full @ phase.conj()).real - uniform) / (a * NK)
green_matrix = green_transfer(x_star, E_test)
factors = (mu_star - E_test) ** 2 / ((lower - E_test) * (upper - E_test))
green_product = np.sqrt(np.prod(factors) / (2 * (E0 - E_test)))
# Plane-wave cutoff leaves a relative error of order 1e-6 in the Bloch sum.
assert abs(green_bloch / green_product - 1) < 1e-5
assert abs(green_matrix / green_product - 1) < 1e-8

# ---- Far below the spectrum the Green function gives the local potential ----
local = [q ** 2 * (1 - q * green_transfer(x_star, -q ** 2 / 2)) for q in (10., 20.)]
local_err = [abs(v - potential(x_star)) for v in local]
assert local_err[1] < 1e-3 and local_err[1] < 0.35 * local_err[0]

# ---- Energy derivative of the discriminant ----------------------------------
E_mid, dE = 0.3, 1e-4
slope = (np.trace(transfer(0.0, E_mid + dE))
         - np.trace(transfer(0.0, E_mid - dE))) / (2 * dE)
mean_S = np.mean([transfer(x, E_mid)[0, 1] for x in np.arange(32) * a / 32])
assert abs(slope + 2 * a * mean_S) < 1e-4 * (1 + abs(slope))

# ---- Velocity of the Dirichlet levels ---------------------------------------
dx = 1e-3
velocity = (dirichlet(x_star + dx, NG) - dirichlet(x_star - dx, NG)) / (2 * dx)
for n in range(3):
    m = transfer(x_star, mu_star[n])
    S_E = (transfer(x_star, mu_star[n] + dE)[0, 1]
           - transfer(x_star, mu_star[n] - dE)[0, 1]) / (2 * dE)
    assert abs((m[0, 0] - m[1, 1]) / S_E - velocity[n]) < 1e-5

# ---- Rebuild V from gap data at one point by the equation of motion ---------
NF = 7
lo, hi = lower[:NF], upper[:NF]
mid, half = (lo + hi) / 2, (hi - lo) / 2
theta0 = np.arccos(np.clip((mu_star[:NF] - mid) / half, -1, 1))
theta0 = -np.sign(velocity[:NF]) * theta0


def flow(x, theta):
    mu = mid + half * np.cos(theta)
    ratio = (lo[None, :] - mu[:, None]) * (hi[None, :] - mu[:, None])
    gap2 = (mu[None, :] - mu[:, None]) ** 2
    np.fill_diagonal(ratio, 1.0)
    np.fill_diagonal(gap2, 1.0)
    return np.sqrt(8 * (mu - E0) * np.prod(ratio / gap2, axis=1))


x_flow = x_star + np.linspace(0, a, 41)
sol = solve_ivp(flow, (x_flow[0], x_flow[-1]), theta0, method="DOP853",
                t_eval=x_flow, rtol=1e-11, atol=1e-12)
assert sol.success
V_flow = E0 - 2 * half @ np.cos(sol.y)
flow_error = np.max(np.abs(V_flow - potential(x_flow)))
turns = (sol.y[:, -1] - sol.y[:, 0]) / (2 * np.pi)
assert flow_error * EV < 1e-5          # gaps beyond NF are left out
assert np.max(np.abs(turns - np.arange(1, NF + 1))) < 1e-5

# ---- Bound behind Borg's theorem, on random potentials ----------------------
grid = np.linspace(0, a, 801)
excursion = np.max(np.abs(potential(grid) - E0))
assert excursion <= np.sum(width)
rng = np.random.default_rng(7)
ratios = []
for _ in range(30):
    c = (rng.normal(size=5) + 1j * rng.normal(size=5)) * 0.05
    c[0] = c[0].real
    v = c[0].real + 2 * np.real(sum(c[j] * np.exp(1j * j * G * grid)
                                    for j in range(1, 5)))
    e0, l_r, u_r = band_edges(c, 25)
    ratios.append(np.max(np.abs(v - e0)) / np.sum(u_r - l_r))
assert max(ratios) <= 1 + 1e-9

# ---- Sharp case: cosine potential 2q cos(2z) at its maximum -----------------
q = 3.0
mathieu_gaps = sum(mathieu_a(n, q) - mathieu_b(n, q) for n in range(1, 13))
mathieu_depth = 2 * q - mathieu_a(0, q)
assert abs(mathieu_gaps - mathieu_depth) < 1e-7

# ---- Triangular wave: slow but summable gaps --------------------------------
A_tri, NT = 3.0 / EV, 40


def triangle(x):
    return A_tri * (1 - 4 * np.abs(x / a - np.round(x / a)))


j_all = np.arange(121)
c_tri = np.zeros(121)
c_tri[1::2] = 4 * A_tri / (np.pi * j_all[1::2]) ** 2
t0, t_lo, t_hi = band_edges(c_tri, NT, cutoff=60)
t_sum = t0 + np.sum(t_lo + t_hi - 2 * dirichlet(0.0, NT, triangle))
remainder = A_tri - t_sum
tail = A_tri - 2 * np.sum(c_tri[1:NT + 1])   # first-order widths of later gaps
gap_ratio = (t_hi[38] - t_lo[38]) / (2 * c_tri[39])
assert abs(gap_ratio - 1) < 0.02
assert abs(remainder / tail - 1) < 0.03

# ---- Complex potential: all gaps closed although V is not constant ----------
complex_dev = 0.0
for energy in (0.1, 0.37, 0.9):
    m = transfer(0.0, energy, lambda x: AMP1 * np.exp(1j * G * x))
    free = 2 * np.cos(a * np.sqrt(2 * energy))
    complex_dev = max(complex_dev, abs(np.trace(m) - free))
assert complex_dev < 1e-8

# ---- Output -----------------------------------------------------------------
print(f"period a = {a * ANG:.3f} angstrom")
print(f"mean, cos, sin amplitudes = {MEAN*EV:.2f}, {AMP1*EV:.2f}, {AMP2*EV:.2f} eV")
print(f"bottom of spectrum E0 = {E0 * EV:.6f} eV = {E0:.6f} hartree")
print(f"point x = {x_star * ANG:.3f} angstrom")
print("gap: lower, upper, width, mu(x), partial sum (all eV)")
for n in range(NF):
    print(f"{n+1}: {lower[n]*EV:.6f} {upper[n]*EV:.6f} {width[n]*EV:.3e} "
          f"{mu_star[n]*EV:.6f} {partial[n]*EV:.6f}")
print(f"V(x) directly = {potential(x_star)*EV:.6f} eV = {potential(x_star):.6f} hartree")
print(f"trace formula, {NG} gaps = {partial[-1] * EV:.6f} eV")
print(f"largest trace error over a period = {trace_error * EV:.1e} eV")
unit = 1 / (EV * ANG)
print(f"Green function energy = {E_test * EV:.6f} eV")
print(f"G from Bloch sum = {green_bloch * unit:.7f} 1/(eV angstrom)")
print(f"G from transfer matrix = {green_matrix * unit:.7f} 1/(eV angstrom)")
print(f"G from product = {green_product * unit:.7f} 1/(eV angstrom)")
print(f"local V from G, kappa = 10/bohr: {local[0] * EV:.5f} eV")
print(f"local V from G, kappa = 20/bohr: {local[1] * EV:.5f} eV")
print("mu velocities, gaps 1-3 = "
      + ", ".join(f"{v * EV / ANG:.4f}" for v in velocity[:3]) + " eV/angstrom")
print("V rebuilt by the flow: x (angstrom), rebuilt (eV), direct (eV)")
for i in (0, 10, 20, 30):
    print(f"  {x_flow[i]*ANG:.2f} {V_flow[i]*EV:.6f} {potential(x_flow[i])*EV:.6f}")
print(f"largest flow error, {NF} gaps = {flow_error * EV:.1e} eV")
print("turns of theta per period = " + ", ".join(f"{t:.5f}" for t in turns))
print(f"max |V - E0| = {excursion * EV:.5f} eV")
print(f"sum of gap widths = {np.sum(width) * EV:.5f} eV")
print(f"random potentials tried = {len(ratios)}")
print(f"max|V-E0| / gap sum: from {min(ratios):.4f} to {max(ratios):.4f}")
print(f"Mathieu q = {q:.1f}: gap sum = {mathieu_gaps:.8f} (dimensionless)")
print(f"Mathieu V(0) - E0 = {mathieu_depth:.8f} (dimensionless)")
print(f"triangular wave amplitude = {A_tri * EV:.2f} eV, gaps kept = {NT}")
print(f"triangular wave trace sum at apex = {t_sum * EV:.5f} eV")
print(f"missing part = {remainder*EV:.5f} eV, first-order tail = {tail*EV:.5f} eV")
print(f"gap 39 width / first-order width = {gap_ratio:.5f}")
print(f"complex potential: max |Delta - free Delta| = {complex_dev:.1e}")
print("verified")
```

It prints:

```
period a = 4.000 angstrom
mean, cos, sin amplitudes = 1.00, 3.00, 1.50 eV
bottom of spectrum E0 = 0.508111 eV = 0.018673 hartree
point x = 0.500 angstrom
gap: lower, upper, width, mu(x), partial sum (all eV)
1: 1.697198 4.685775 2.989e+00 1.994375 2.902334
2: 9.790732 11.297991 1.507e+00 9.791569 4.407919
3: 22.115902 22.353263 2.374e-01 22.143979 4.589124
4: 38.629354 38.660670 3.132e-02 38.629739 4.619669
5: 59.779316 59.781442 2.126e-03 59.779631 4.621165
6: 85.624131 85.624287 1.566e-04 85.624134 4.621315
7: 116.171868 116.171875 6.791e-06 116.171869 4.621320
V(x) directly = 4.621320 eV = 0.169830 hartree
trace formula, 12 gaps = 4.621320 eV
largest trace error over a period = 1.4e-10 eV
Green function energy = -2.491889 eV
G from Bloch sum = 0.1137419 1/(eV angstrom)
G from transfer matrix = 0.1137418 1/(eV angstrom)
G from product = 0.1137418 1/(eV angstrom)
local V from G, kappa = 10/bohr: 4.59574 eV
local V from G, kappa = 20/bohr: 4.61488 eV
mu velocities, gaps 1-3 = 1.2262, 0.0921, 0.3213 eV/angstrom
V rebuilt by the flow: x (angstrom), rebuilt (eV), direct (eV)
  0.50 4.621320 4.621320
  1.50 -2.621321 -2.621320
  2.50 0.378679 0.378680
  3.50 1.621320 1.621320
largest flow error, 7 gaps = 3.5e-07 eV
turns of theta per period = 1.00000, 2.00000, 3.00000, 4.00000, 5.00000, 6.00000, 7.00000
max |V - E0| = 4.38898 eV
sum of gap widths = 4.76680 eV
random potentials tried = 30
max|V-E0| / gap sum: from 0.5790 to 0.9910
Mathieu q = 3.0: gap sum = 8.83439189 (dimensionless)
Mathieu V(0) - E0 = 8.83439189 (dimensionless)
triangular wave amplitude = 3.00 eV, gaps kept = 40
triangular wave trace sum at apex = 2.96960 eV
missing part = 0.03040 eV, first-order tail = 0.03039 eV
gap 39 width / first-order width = 1.00000
complex potential: max |Delta - free Delta| = 3.1e-13
verified
```
